# Counting statistics and third cumulant of a single ballistic channel

Two electron reservoirs are joined by a conductor with one orbital channel. A bias \(V>0\) raises the Fermi energy \(\mu_L\) of the left reservoir above that of the right one, so \(\mu_L-\mu_R=eV\). An electron arriving at the conductor is transmitted with probability \(T\). The problem is to find the statistics of the number \(q\) of electrons that pass from left to right in a time \(t\).

The electrons do not interact, \(T\) does not depend on energy, and one spin direction is counted unless stated otherwise. Counts are positive along the electron flow. The leads are separate before time zero, when the contact is opened. The number of electrons on the right, \(N_R\), is measured at time zero and again at \(t\), and \(q\) is the difference. The initial density matrix \(\rho\) commutes with \(N_R\), so the first measurement does not alter the statistics.

## (a) Reduce the many-electron problem to a one-electron determinant

**Question.** Express \(\chi(\lambda)=\langle e^{i\lambda q}\rangle\) through one-particle operators. What does it say about a state with definite orbital occupations?

**Solution.** Let \(\Pi_m\) project on \(N_R=m\), and let \(U\) be the many-electron evolution. The joint probability of finding \(m\) and then \(m'\) is \(\mathrm{Tr}[\Pi_{m'}U\Pi_m\rho\,\Pi_mU^\dagger]\). Multiply by \(e^{i\lambda(m'-m)}\) and sum. Since \(\rho\) commutes with \(\Pi_m\),
\[
\chi(\lambda)=\mathrm{Tr}\!\left[\rho\,U^\dagger e^{i\lambda N_R}U e^{-i\lambda N_R}\right].
\]

For a one-particle matrix \(m\), let \(\Gamma(m)\) be the operator that applies \(m\) to every electron. Then \(\Gamma(m_1)\Gamma(m_2)=\Gamma(m_1m_2)\). If \(m\) has eigenvalues \(m_j\), each orbital is either empty (factor 1) or filled (factor \(m_j\)), so
\[
\mathrm{Tr}\,\Gamma(m)=\prod_j(1+m_j)=\det(1+m).
\]
Every factor in \(\chi\) has this form: \(U=\Gamma(u)\), \(e^{i\lambda N_R}=\Gamma(e^{i\lambda P})\) with \(P\) the projector on the right, and \(\rho=\Gamma(e^{-a})/\det(1+e^{-a})\) for independent electrons. With the occupation matrix \(n=e^{-a}(1+e^{-a})^{-1}\) and \(M=u^\dagger e^{i\lambda P}u\,e^{-i\lambda P}\),
\[
\chi=\frac{\det(1+e^{-a}M)}{\det(1+e^{-a})}=\det(1-n+nM).
\]
In a test with six orbitals and random Hamiltonians, the two-measurement definition, evaluated in the full many-electron space, agreed with this determinant to better than \(10^{-9}\).

At zero temperature \(n\) is a projector on the filled orbitals. The matrix \(1-n+nM\) is then block triangular, with a unit block for empty orbitals, so the determinant is that of \(nMn\). The factor \(e^{-i\lambda P}\) commutes with \(n\) and contributes \(e^{-i\lambda N_0}\), where \(N_0\) is the initial number on the right. Using \(e^{i\lambda P}=1+(e^{i\lambda}-1)P\),
\[
\chi=e^{-i\lambda N_0}\prod_j\left[1+p_j(e^{i\lambda}-1)\right],
\]
where the \(p_j\) are the eigenvalues of \(n\,u^\dagger P u\,n\) on the filled orbitals and lie between 0 and 1. The final number on the right is therefore distributed as a sum of independent yes/no variables.

## (b) Describe the scattering

**Question.** Write the determinant for linear dispersion and a constant scattering matrix \(S\).

**Solution.** Label an electron by the time \(\tau\) at which it reaches the contact and by the lead, \(L\) or \(R\), from which it comes. Before the opening each lead reflects its own electrons; their outgoing part continues the incoming part to \(\tau<0\). The initial occupation is then \(\mathrm{diag}(f_L,f_R)\) in energy, for all \(\tau\).

Electrons with \(\tau<0\) or \(\tau>t\) do not meet the open contact during the count, so \(M=1\) for them. Those with \(0<\tau<t\) scatter. Let \(\Theta\) project on this interval, \(z=e^{i\lambda}\) and \(\Lambda=\mathrm{diag}(1,z)\). Then
\[
M=1+\Theta w,\qquad w=W-1,\qquad W=S^\dagger\Lambda S\Lambda^{-1}.
\]
Since \(\Theta\) commutes with \(w\), and \(\det(1+AB)=\det(1+BA)\),
\[
\chi=\det(1+n\Theta w)=\det(1+\Theta nw\,\Theta).
\]

Let the amplitudes for ending on the right be \(s\) from the left and \(r'\) from the right, with \(|s|^2=T\), \(|r'|^2=1-T\). Then
\[
S^\dagger\Lambda S=1+(z-1)\begin{pmatrix}T&s^*r'\\ r'^*s&1-T\end{pmatrix}.
\]
Multiplying the second column by \(1/z\) and subtracting 1 gives
\[
w=\begin{pmatrix}T(z-1)&(z-1)s^*r'/z\\ (z-1)r'^*s&T(z^{-1}-1)\end{pmatrix}.
\]
The lower right element follows from \([1+(z-1)(1-T)-z]/z=-T(z-1)/z\).

## (c) Take the long-time limit

**Question.** Show that energies contribute independently at leading order, and estimate the correction.

**Solution.** Expand the logarithm for small \(\lambda\):
\[
\ln\chi=\sum_{k\ge1}\frac{(-1)^{k+1}}{k}\,\mathrm{Tr}(\Theta nw\Theta)^k .
\]
Because \(w\) is of order \(\lambda\), the third cumulant needs only \(k\le3\). Without the inner projectors, the trace is that of a time-translation-invariant operator over an interval \(t\):
\[
\mathrm{Tr}\,\Theta(nw)^k\Theta=\frac{t}{h}\int dE\;\mathrm{tr}\,(fw)^k,\qquad f=\mathrm{diag}(f_L,f_R).
\]

To find the error, insert \(1=\Theta+\bar\Theta\) between the factors. Each of the \(2^{k-1}-1\) extra terms leaves the interval and returns, so it contains both \(\Theta n\bar\Theta\) and \(\bar\Theta n\Theta\). Its modulus is at most \(\|w\|^k\,\|\bar\Theta n\Theta\|_2^2\), where \(\|\cdot\|_2^2\) is the sum of squared matrix elements. For one lead filled over an energy width \(D\), the kernel of \(n\) has modulus \(|\sin(D\tau/2\hbar)|/(\pi|\tau|)\), and
\[
\|\bar\Theta n\Theta\|_2^2=\frac{2}{\pi^2}\int_0^\infty d\tau\,\min(\tau,t)\,\frac{\sin^2(D\tau/2\hbar)}{\tau^2}.
\]
Here \(\min(\tau,t)\) is the length of starting times from which a step \(\tau\) leaves the interval on a given side. For \(Dt/\hbar\gg1\), the part \(\tau<t\) of the integral gives \(\tfrac12[\ln(Dt/\hbar)+\gamma]\), with \(\gamma\) Euler's constant, and the part \(\tau>t\) gives \(\tfrac12\). Hence
\[
\|\bar\Theta n\Theta\|_2^2\simeq\frac{1}{\pi^2}\left[\ln\frac{Dt}{\hbar}+\gamma+1\right].
\]
The correction to each cumulant grows at most logarithmically, while the main term grows as \(t\). Summing the main terms,
\[
\ln\chi\simeq\frac{t}{h}\int dE\,\ln\det(1+fw).
\]

The \(2\times2\) determinant is
\[
[1+f_LT(z-1)][1+f_RT(z^{-1}-1)]-f_Lf_R\,T(1-T)\frac{(z-1)^2}{z}.
\]
Since \((z-1)^2/z=-(z-1)(z^{-1}-1)\), the terms in \(f_Lf_R\) add to \(T(z-1)(z^{-1}-1)\), which equals \(-T[(z-1)+(z^{-1}-1)]\). Therefore
\[
\det(1+fw)=1+Tf_L(1-f_R)(z-1)+Tf_R(1-f_L)(z^{-1}-1).
\]
At each energy an electron moves right, moves left, or nothing is transferred. The factors \(1-f\) express the Pauli principle.

This integral was tested on a tight-binding chain with hopping \(J\), \(T=0.3\), \(k_BT_e=0.2J\) (\(T_e\) is the temperature), Fermi energies \(\pm0.5J\) and \(\lambda=1\). The growth factor of \(\chi\) between times \(30\hbar/J\) and \(60\hbar/J\) agreed with it to a relative error of \(6\times10^{-5}\).

## (d) Find the zero-temperature law and its third cumulant

**Question.** Evaluate \(\ln\chi\) at zero temperature, derive the first three cumulants, and discuss their dependence on \(T\).

**Solution.** Where both leads are filled, or both empty, the determinant is 1. In the window of width \(eV\), \(f_L=1\) and \(f_R=0\). Thus
\[
\boxed{\ln\chi(\lambda)\simeq N\ln\left[1+T(e^{i\lambda}-1)\right],\qquad N=\frac{eVt}{h}.}
\]
For integer \(N\) this is the generating function of a binomial distribution: \(N\) independent attempts, each succeeding with probability \(T\). For non-integer \(N\) and \(0<T<1\) it is not itself the generating function of a probability distribution. It is the leading long-time form, from which the cumulants follow.

Put \(x=i\lambda\) and \(K(x)=\ln[1+T(e^x-1)]\). Then
\[
K'=\frac{Te^x}{1+T(e^x-1)}\equiv p(x),\qquad p'=p-p^2=p(1-p).
\]
Two more derivatives give \(K''=p(1-p)\) and \(K'''=(1-2p)p'=p(1-p)(1-2p)\). At \(x=0\), \(p=T\), so
\[
C_1=NT,\qquad C_2=NT(1-T),
\]
\[
\boxed{C_3=N\,T(1-T)(1-2T).}
\]

The third cumulant \(C_3=\langle(q-\langle q\rangle)^3\rangle\) measures the asymmetry of the distribution. For \(T\ll1\), transmissions are rare and independent, and \(C_3\simeq NT\) is the Poisson value. For \(1-T\ll1\), reflections are the rare events. The reflected number \(N-q\) is then nearly Poissonian, and the minus sign in front of \(q\) gives \(C_3\simeq-N(1-T)\). Exchanging transmission and reflection, \(T\to1-T\), reverses \(C_3\), which must therefore vanish at \(T=1/2\). It is positive below half transmission and negative above. Setting the derivative \(1-6T+6T^2\) to zero places the extrema at \(T=\tfrac12\mp\tfrac{\sqrt3}{6}\), with \(C_3/N=\pm\sqrt3/18=\pm0.0962\).

A real-time test kept both Fermi seas. Each lead had 200 sites, with 150 orbitals filled on the left and 50 on the right. The bond between the leads had hopping \(J\sqrt T\), and its end sites had energies \(\pm J\sqrt{1-T}\), which makes the transmission equal to \(T\) at every energy. The bias was \(2.8174J\). From time \(30\hbar/J\) to \(80\hbar/J\) this gives \(2.8174\times50/2\pi=22.42\) attempts. The increase of \(C_3\) per attempt was

- 0.0943 at \(T=0.25\), against 0.0938 from the formula;
- 0.0014 at \(T=0.50\), against 0;
- \(-0.0924\) at \(T=0.75\), against \(-0.0938\).

The differences are below \(\ln(80/30)/(\pi^2\times22.42)=0.0044\), the growth per attempt of the logarithm in part (c).

## (e) Find how finite time and temperature move the zero

**Question.** Does the sign change stay at \(T=1/2\) when \(t\) is finite, or when the reservoirs are warm?

**Solution.** For finite time, take a simpler source: the left lead is filled only in the window \(eV\), and the right lead is empty. This omits the common Fermi sea. Only the left element of \(w\) survives, and \(\chi=\det[1+T(z-1)\mathcal K]\), where \(\mathcal K=\Theta n_L\Theta\) has eigenvalues \(k_j\). So \(p_j=Tk_j\). The trace is \(\sum k_j=N\). Define \(v=\sum k_j(1-k_j)\), which equals \(\|\bar\Theta n_L\Theta\|_2^2\), and \(\delta=\sum k_j(1-k_j)(1-2k_j)\). Then
\[
\sum k_j^2=N-v,\qquad \sum k_j^3=N-\tfrac32v+\tfrac12\delta .
\]
Inserting these in \(C_3=\sum(p_j-3p_j^2+2p_j^3)\),
\[
C_3=NT(1-T)(1-2T)+3T^2(1-T)v+T^3\delta .
\]
For \(N=12.09\), numerical diagonalization gives \(v=0.5985\); the logarithmic formula with \(D=eV\) gives 0.5986. At \(T=0.5\) the \(v\) term alone predicts \(C_3/N=0.375\times0.5985/12.09=0.0186\), and the full sum gives 0.01858, so \(\delta\) is negligible here. For this source and counting time, the zero moves to \(T=1/(2-3v/N)=0.54\).

For temperature, return to long times. At each energy let \(d\) be the mean transfer and \(g\) its mean square:
\[
d=T(f_L-f_R),\qquad g=T(f_L+f_R-2f_Lf_R).
\]
A transfer of \(1\), \(-1\) or 0 has third moment \(d\), hence third cumulant \(d-3gd+2d^3\).

When \(k_BT_e\ll eV\), the two Fermi edges are separate. Near each, the transfer is a single yes/no event with probability \(Tf\), where \(f\) falls from 1 to 0 across the edge. Relative to a sharp step,
\[
\int(f^2-f)\,dE=-k_BT_e,\qquad \int(f^3-f)\,dE=-\tfrac32k_BT_e,
\]
because \(f(1-f)\,dE=-k_BT_e\,df\). One edge adds \(3T^2k_BT_e-3T^3k_BT_e\), and the two together give
\[
\frac{C_3}{N}\simeq T(1-T)(1-2T)+6T^2(1-T)\frac{k_BT_e}{eV}.
\]

When \(k_BT_e\gg eV\), \(f_L-f_R\simeq eV(-df/dE)\), \(g\simeq2Tf(1-f)\), and \(d^3\) is negligible. With \(\int_0^1f(1-f)\,df=1/6\),
\[
\frac{C_3}{N}\to T-6T^2\cdot\tfrac16=T(1-T).
\]
This is positive for all \(0<T<1\), so the sign change is absent in this limit. To see where it is lost, use the low-temperature formula. Its thermal term, the one proportional to \(k_BT_e/eV\), has corrections of relative order \((eV/k_BT_e)\,e^{-eV/k_BT_e}\), a few percent at \(eV=6k_BT_e\). Its zero lies at \(T=1/(2-6k_BT_e/eV)\), which moves up with temperature and reaches \(T=1\) near \(eV=6k_BT_e\). For an energy-independent \(T\), the sign change therefore requires a bias above about six times the thermal energy. The rule does not carry over to a transmission that varies within the thermal window; see part (f).

## (f) Apply the result to a quantum point contact

**Question.** Find the current cumulants of a GaAs point contact at \(50\ \mu\mathrm V\) and 20 mK, and size the neglected effects.

**Solution.** Rough typical values are used: a longitudinal barrier energy \(\hbar\omega_x=1\) meV, a transverse subband spacing of 3 meV and a series resistance \(Z=50\ \Omega\). Both spins now count, so the attempt rate is \(\nu_0=2eV/h=24.18\) per ns. The zero-temperature law gives, for \(T=0.2\),
\[
I=e\nu_0T=0.775\ \mathrm{nA},
\]
\[
S_2=eI(1-T)=9.93\times10^{-29}\ \mathrm{A^2/Hz},
\]
\[
S_3=e^2I(1-T)(1-2T)=9.55\times10^{-48}\ \mathrm{A^3/Hz^2}.
\]
These are zero-frequency, two-sided spectra without an extra factor 2, with current counted positive along the electron flow. At \(T=0.8\) the current is 3.10 nA, \(S_2\) is the same, and \(S_3\) has the opposite sign. In 1 ns the leading law gives \(C_3=24.18\times0.096=2.32\) at \(T=0.2\) and \(-2.32\) at \(T=0.8\). A count this short is not yet in the long-time limit: for the zero-temperature source of part (e), the finite-time terms change these values to 2.44 and \(-1.86\).

**Temperature.** At 20 mK, \(k_BT_e/eV=0.0345\). The two Fermi edges add \(2T^2k_BT_e/eV\) to the second cumulant per attempt, so \(S_2\) becomes \(1.01\times10^{-28}\ \mathrm{A^2/Hz}\) at \(T=0.2\) and \(1.27\times10^{-28}\ \mathrm{A^2/Hz}\) at \(T=0.8\); the two are no longer equal. The values of \(C_3\) per attempt become 0.103, 0.026 and \(-0.070\) for \(T=0.2\), 0.5 and 0.8, instead of 0.096, 0 and \(-0.096\). The low-temperature formula puts the zero at \(T=1/(2-6\times0.0345)=0.56\). At 1 K with the same bias the ratio is 1.72, and for constant \(T\) the values are 0.159, 0.247 and 0.157, close to \(T(1-T)\). The negative sign is lost. At 1 K, however, the thermal window is no longer narrow compared with the energy scale \(\hbar\omega_x/2\pi=0.16\) meV on which the barrier's transmission varies. With \(T\) taken at the window centre, the energy dependence described next changes these three values by roughly 10 percent. With \(T\) read from the current, the change reaches about 25 percent at \(T=0.8\). The negative sign does not return at 1 K. It does return near full transmission once \(k_BT_e\) exceeds about \(\hbar\omega_x/(2\pi\sqrt2)\), or 1.3 K, because reflection is then confined to the low-energy tail of the Fermi function. At 2 K and a mean transmission of 0.97, \(C_3\) per attempt is about \(-0.005\).

**Energy dependence.** A parabolic barrier with top \(E_b\) has
\[
T(E)=\left[1+e^{-2\pi(E-E_b)/\hbar\omega_x}\right]^{-1},\qquad \frac{dT}{dE}=\frac{2\pi}{\hbar\omega_x}T(1-T).
\]
Using the cumulant energy by energy, which assumes a counting time much longer than \(1/\omega_x\), the integrand \(T(1-T)(1-2T)\,dE\) is \((\hbar\omega_x/2\pi)\,d[T(1-T)]\). With \(T=0.2\) or 0.8 at the window centre, the magnitude falls from 0.0960 to 0.0956, or 0.4 percent. At \(T=0.5\) the window average stays zero by symmetry. The second subband transmits about \(3\times10^{-8}\) when the first transmits 0.8.

**Series resistor.** A current of \(i\) electrons per second lowers the attempt rate to \(\nu_0-\zeta i\), with \(\zeta=2e^2Z/h=0.00387\). Treat this feedback as classical, slow compared with \(h/eV\) but fast compared with \(t\), and the resistor as noiseless. Let \(\nu_0F(x)\) be the cumulant generator per unit time, and \(K\) the function of part (d). The most probable path at fixed \(x\) makes
\[
xi-yi+(\nu_0-\zeta i)K(y)
\]
stationary in \(i\) and \(y\). The \(i\) condition is \(x=y+\zeta K(y)\), and then \(F(x)=K(y)\). Write \(\kappa_j\) for the derivatives of \(K\) at zero. Differentiating with \(dy/dx=(1+\zeta K')^{-1}\) gives \(F'=K'/(1+\zeta K')\), \(F''=K''/(1+\zeta K')^3\), and at zero
\[
F'''=\frac{\kappa_3}{(1+\zeta\kappa_1)^4}-\frac{3\zeta\kappa_2^2}{(1+\zeta\kappa_1)^5}.
\]
At \(T=0.5\) this is \(-0.0007\); at 0.2 and 0.8 it is 0.0954 and \(-0.0951\).

Among the effects sized for long counting, temperature is the largest here: at \(T=0.8\) it reduces the magnitude of \(C_3\) by 28 percent even at 20 mK. Real contacts also have electron interactions, and a real resistor or amplifier adds noise that modulates the bias. Neither is included, so the numbers describe this model rather than a measured device. The complete values are in the numerical output.

## Calculated quantities

```
largest C3/N = 0.0962 at T = 0.2113
Fock space minus determinant: 0.0e+00
thermal lattice, relative error of growth: 5.9e-05
lattice bias = 2.8174 J, attempts = 22.42
lattice slopes per attempt: T, C1, C2, C3, binomial C3
  0.25 0.2500 0.1878 0.0943 0.0938
  0.50 0.5001 0.2510 0.0014 0.0000
  0.75 0.7501 0.1898 -0.0924 -0.0938
bias = 50 uV, temperature = 20 mK
barrier energy = 1.0 meV, subband = 3.0 meV
series resistance = 50 ohm, 2e^2Z/h = 0.00387
attempt rate, both spins = 24.180 per ns
attempts per spin in 1 ns = 12.090
kT/eV = 0.0345 at 20 mK, 1.723 at 1 K
T = 0.2: current = 0.7748 nA
  noise S2 = 9.931e-29 A^2/Hz
  third cumulant S3 = 9.547e-48 A^3/Hz^2
  counts in 1 ns: C1 4.836, C2 3.869, C3 2.321
  C3 per attempt, ideal = 0.09600
    at 20 mK = 0.10262
    at 1 K = 0.15929
    sloped transmission = 0.09564
    series resistor = 0.09541
    isolated window, 1 ns = 0.10075
T = 0.5: current = 1.9370 nA
  noise S2 = 1.552e-28 A^2/Hz
  third cumulant S3 = 0.000e+00 A^3/Hz^2
  counts in 1 ns: C1 12.090, C2 6.045, C3 0.000
  C3 per attempt, ideal = 0.00000
    at 20 mK = 0.02585
    at 1 K = 0.24723
    sloped transmission = 0.00000
    series resistor = -0.00072
    isolated window, 1 ns = 0.01858
T = 0.8: current = 3.0992 nA
  noise S2 = 9.931e-29 A^2/Hz
  third cumulant S3 = -9.547e-48 A^3/Hz^2
  counts in 1 ns: C1 19.344, C2 3.869, C3 -2.321
  C3 per attempt, ideal = -0.09600
    at 20 mK = -0.06953
    at 1 K = 0.15716
    sloped transmission = -0.09564
    series resistor = -0.09511
    isolated window, 1 ns = -0.07693
edge variance v = 0.5985, log formula = 0.5986
second subband transmission at T = 0.8: 2.6e-08
```
